Lanthanide contraction and relativity in hafnium and gold

**Problem**

Hafnium lies below zirconium and gold below silver. In each pair the heavier atom has one more shell, a filled 4f subshell and a larger nuclear charge. Separate the effect of the 4f subshell from that of relativity as follows.

(a) Set up a scalar-relativistic equation whose limit for large speed of light c is the Schrödinger equation. Find the leading power of 1/c in the relativistic shifts, and solve the hydrogen-like 1s state.

(b) A pseudo-atom is made by removing the fourteen 4f electrons and fourteen protons. Find the electrostatic potential that distinguishes it from the true atom, and explain the lanthanide contraction.

(c) Define the two contractions from four calculations per element, with and without 4f, at physical and at large c. Evaluate them for the 6s orbital of Hf and Au.

(d) Separate the direct action of relativity on the 6s and 5d orbitals of Au from the response of the other electrons.

(e) Explain the similarity of Zr and Hf, using neutral atoms and 4+ ions.

Hartree atomic units are used; energies exclude the rest energy. The atoms are spherical and spin-restricted, with point nuclei, in the local density approximation (Slater exchange, VWN correlation). The configurations are Zr 4d²5s², Hf 4f¹⁴5d²6s², Ag 4d¹⁰5s¹ and Au 4f¹⁴5d¹⁰6s¹. Pseudo-Hf has Z = 58 and 5d²6s²; pseudo-Au has Z = 65 and 5d¹⁰6s¹.

**Solution**

**(a) The scalar equation and its limit**

For large and small components φ and η, the Dirac equation in a potential V is

Vφ + c σ·p η = εφ,
c σ·p φ + (V − 2c²)η = εη.

Write η = σ·p χ/(2c). Since (σ·p)² = p² = 2T, the first line becomes

Vφ + Tχ = εφ.

Multiplying the second line by σ·p/(2c) gives

Tφ + [(σ·p)V(σ·p)/(4c²) − T]χ = ε Tχ/(2c²).

For a spherical potential,

(σ·p)V(σ·p) = p·Vp + (V′/r) σ·L.

Dropping the last term removes spin-orbit coupling and leaves the spin-free Dirac equation. Rearranged, its second line reads

Tχ = Tφ + [p·Vp − 2εT]χ/(4c²).

Thus χ = φ + O(1/c²). Inserting this in the first line gives

(T + V)φ + [p·Vp − 2εT]φ/(4c²) = εφ + O(1/c⁴).

The limit is the Schrödinger equation, and the leading correction is proportional to 1/c². The density of the small component is also of order 1/c². In the regime where self-consistent response is linear, radii therefore shift as 1/c² too.

For s states σ·L gives zero, so the spin-free equation is the full Dirac equation. With radial functions P and Q and V = −Z/r it reads

P′ − P/r = [2c + (ε + Z/r)/c]Q,
Q′ + Q/r = −[(ε + Z/r)/c]P.

Try P = r^γ exp(−λr) and Q = bP, for which P′ = (γ/r − λ)P. Comparing the terms in 1/r and the constants gives

γ − 1 = bZ/c,  −λ = b(2c + ε/c),
b(γ + 1) = −Z/c,  bλ = ε/c.

Multiplying the left-hand equation of the first row by γ + 1 and using that of the second gives γ² − 1 = −Z²/c², hence

γ = √(1 − Z²/c²).

The first relation gives b = −(1 − γ)c/Z, so b² = (1 − γ)²/(1 − γ²) = (1 − γ)/(1 + γ) and 1 + b² = 2/(1 + γ). Substituting ε/c = bλ into the equation for −λ gives λ(1 + b²) = −2bc. Therefore λ = −bc(1 + γ) = Z, and ε = cbλ = c²(γ − 1).

Both components have the same radial shape, so

⟨r⟩ = ∫r^(2γ+1)e^(−2Zr)dr / ∫r^(2γ)e^(−2Zr)dr = (1 + 2γ)/(2Z).

The Schrödinger value is 3/(2Z). For small Z/c, γ ≈ 1 − Z²/(2c²), and the fractional contraction is Z²/(3c²). This is a guide to the trend with Z; a screened 6s orbital need not follow it.

**(b) Fourteen protons and an incomplete screen**

Let D(s) be the radial density of one 4f electron, normalized to ∫₀^∞D ds = 1. Restoring the protons and the 4f electrons adds the electrostatic potential energy

u(r) = −14/r + 14[(1/r)∫₀ʳD ds + ∫ᵣ^∞(D/s)ds].

Replace the integral from 0 to r by 1 − ∫ᵣ^∞D ds. The terms 14/r cancel:

u(r) = −14∫ᵣ^∞D(s)(1/r − 1/s)ds ≤ 0.

On differentiation the lower limit contributes nothing, because the bracket vanishes at s = r. Hence

du/dr = (14/r²)∫ᵣ^∞D ds = N_out(r)/r²,

where N_out(r) is the number of 4f electrons outside r. The extra force −du/dr points inward: an electron at r feels N_out unscreened protons. If the 4f shell were shrunk onto the nucleus, u would vanish at every r > 0.

In Hf at large c the 4f mean radius is 0.652 bohr. Between eight and nine 4f electrons lie outside 0.5 bohr, about two outside 1 bohr and about 0.1 outside 2 bohr. The extra attraction therefore acts mainly on the inner parts of the valence orbitals and on the core.

To see whether this field accounts for the contraction, u is added to pseudo-Hf and the other electrons are made self-consistent. The 6s mean radius falls from 4.328 to 3.766 bohr; in true Hf it is 3.747 bohr. The field alone thus supplies 97% of the contraction. The remainder comes from the 4f density in the exchange-correlation potential, the one term still missing from the effective potential.

**(c) The square of four calculations**

Let R(f,c) be ⟨r⟩ of the 6s orbital, with f = 1 for the true atom and f = 0 for the pseudo-atom. The symbol ∞ denotes fifty times the physical c. Define

L(c) = R(1,c) − R(0,c),  ρ(f) = R(f,c) − R(f,∞).

L is the lanthanide shift and ρ the relativistic shift. The total change can be made in two orders:

R(1,c) − R(0,∞) = L(∞) + ρ(1) = ρ(0) + L(c).

Half the sum of the two expressions is L̄ + ρ̄, where the bars are averages over the two edges of each kind. Their difference gives

I = ρ(1) − ρ(0) = L(c) − L(∞).

If I is not zero, the separation depends on the order, and the average is a convention.

The equations were solved in Gaussian radial functions on a logarithmic grid. For Hf the Schrödinger equation gives 3.7469 bohr in this basis (3.7466 at the basis-set limit). Multiplying c by 4 and by 8 shifts this by −0.01824 and −0.00454 bohr, a ratio of 4.02, against 4 from the 1/c² law. At fifty times c the law predicts a residual shift of −0.01824 × (4/50)² = −0.0001 bohr, which is negligible here.

The 6s radii in bohr, with a basis error below 0.001 bohr that can change the last digit by one unit, are:

Hf: R(0,∞) = 4.328, R(0,c) = 4.134, R(1,∞) = 3.747, R(1,c) = 3.427.
Au: R(0,∞) = 3.771, R(0,c) = 3.435, R(1,∞) = 3.312, R(1,c) = 2.838.

For Hf the lanthanide shifts are

L(∞) = 3.747 − 4.328 = −0.581,  L(c) = 3.427 − 4.134 = −0.707,

and the relativistic shifts are ρ(0) = −0.194 and ρ(1) = −0.320. The averages are

L̄ = −0.644 bohr (−34.1 pm),  ρ̄ = −0.257 bohr (−13.6 pm).

The 4f effect is the larger in either order, and relativity has 29% of the averaged total.

For Au, from the unrounded radii, L(∞) = −0.458, L(c) = −0.597, ρ(0) = −0.335 and ρ(1) = −0.474, so

L̄ = −0.527 bohr (−27.9 pm),  ρ̄ = −0.405 bohr (−21.4 pm).

Relativity now has 43%. Which effect is larger depends on the order. If the 4f shell is added first, the steps are −0.458 and −0.474, with relativity slightly ahead. If relativity comes first, they are −0.335 and −0.597. In this model gold has two comparable contractions, and a claim that one dominates needs a stated convention.

The mixed difference I is −0.126 bohr in Hf and −0.139 bohr in Au: each contraction strengthens the other. Part of this is expected, since the pseudo-atom has a smaller nuclear charge. For Hf the fractional relativistic contraction rises from 0.194/4.328 = 4.5% to 0.320/3.747 = 8.5%, a factor of 1.9. The hydrogen-like Z² guide gives (72/58)² = 1.54, so it has the right direction but not the full size.

**(d) Direct and indirect relativity in gold**

Take the converged large-c potential of Au, hold it fixed, and solve once with physical c. The change in ⟨r⟩ is the direct effect. Subtracting it from the self-consistent change leaves the response of the potential:

6s: full −0.474 = direct −0.584 + response 0.110 bohr.
5d: full +0.043 = direct −0.088 + response 0.131 bohr.

Like the split in (c), this one is a convention: freezing the physical-c potential instead gives direct −0.600 and response 0.126 bohr for 6s, and direct −0.108 and response 0.151 bohr for 5d. In either order, relativity acting directly contracts both orbitals. The response expands both, and for 5d it outweighs the direct effect. This fits the picture that contracted inner shells screen the nucleus better, although the calculation does not divide the response among the shells.

**(e) Why zirconium and hafnium are similar**

Add and subtract R(0,∞) and the large-c radius of Zr:

R(Hf) − R(Zr) = [R(0,∞) − R(Zr,∞)] + L̄ + ρ̄ − ρ(Zr).

The bracket is the growth from the added shell without 4f electrons or relativity. The 5s radius of Zr is 3.781 bohr at large c and 3.695 bohr at physical c, so

R(Hf) − R(Zr) = 0.547 − 0.644 − 0.257 + 0.086 = −0.268 bohr.

At large c the difference is 0.547 − 0.581 = −0.034 bohr: the 4f shell alone nearly cancels the growth. Relativity then makes the outer s orbital of Hf clearly smaller than that of Zr. The neutral s orbitals therefore do not show the close similarity. The same balance from Ag to Au, 0.499 − 0.527 − 0.405 + 0.163, gives −0.27 bohr.

In most of their compounds Zr and Hf have oxidation state +4, so the outer s and d electrons are formally gone. The free 4+ ion serves here as a simple model. A suitable size is then the radius at which the ion's electron density has fallen to a fixed small value. Pseudo-Hf⁴⁺, with Z = 58 and 54 electrons, is the real ion Ce⁴⁺. At a density of 0.01 electrons/bohr³ the radii in bohr are:

Zr⁴⁺: 2.333 at large c, 2.322 at physical c (122.9 pm).
Ce⁴⁺: 2.670 at large c, 2.643 at physical c (139.9 pm).
Hf⁴⁺: 2.360 at large c, 2.320 at physical c (122.8 pm).

The added shell contributes 2.670 − 2.333 = 0.337 bohr. The 4f shifts are −0.310 and −0.323, with mean −0.317; the relativistic shifts are −0.027 and −0.040, with mean −0.034. Removing the relativistic shift of Zr⁴⁺, −0.011, gives

0.337 − 0.317 − 0.034 + 0.011 ≈ −0.002 bohr,

the last figure being taken from the radii themselves, 2.320 − 2.322. The 4f contraction does about nine tenths of the shrinking, and relativity removes the small excess left over: at large c Hf⁴⁺ exceeds Zr⁴⁺ by 2.360 − 2.333 = 0.027 bohr, at physical c the computed difference is −0.002 bohr, too small for its sign to be significant.

Agreement to a few hundredths of a bohr survives a tenfold lower threshold; agreement to 0.002 bohr does not. At 0.001 electrons/bohr³ the physical-c radii are 2.888 bohr for Zr⁴⁺, 2.871 for Hf⁴⁺ and 3.307 for Ce⁴⁺. The Zr–Hf difference is then −0.017 bohr, while Ce⁴⁺ is larger than Zr⁴⁺ by about 0.4 bohr. At large c the difference at this threshold is 2.919 − 2.900 = +0.019 bohr, so here relativity mainly reverses its sign.

Equal charge and nearly equal size favour similar bond lengths and similar electrostatic binding to the same ligands. The argument weakens where the outer s electrons remain on the metal, since the relativistic shift of the Hf 6s radius, −0.320 bohr, is much larger than that of the ion. These density radii are not crystal radii, and the model omits spin-orbit coupling, multiplets and the ligands. The Gaussian basis describes the outer tail of the density imperfectly, so the density radii may be off by a few thousandths of a bohr at the higher threshold and by about 0.01 bohr at the lower one. The third decimals are not claims about the accuracy of real radii.
